# The Hall Factor of Nondegenerate Electrons Limited by Alloy Disorder

## Problem

A bulk semiconductor alloy has one conduction-band valley with energy $E=\hbar^2k^2/2m$. Its electrons have density $n$, obey Boltzmann statistics at temperature $T$, and carry charge $-e$. Each cation site has a cell of volume $\Omega$. The electron potential in a cell takes one of two values that differ by $\Delta U$, with probabilities $x$ and $1-x$, independently of all other cells. This disorder is the only source of scattering. The electric field $\mathbf F$ is weak, and the magnetic field $B$ points along $z$.

The Hall coefficient is $R_H=F_y/(j_xB)$, measured with $j_y=0$. The Hall factor $r_H$ is defined by $R_H=-r_H/(ne)$.

1. Find how the momentum relaxation time $\tau$ depends on energy.
2. Solve the Boltzmann equation and express $r_H$ at weak magnetic field through averages of $\tau$.
3. Evaluate $r_H$.
4. Find the first corrections at small $B$ and the classical limit at large $B$.
5. Evaluate the mobilities and the Hall coefficient for lightly doped Al$_{0.3}$Ga$_{0.7}$As at 77 K. Take the rough values $m=0.088\,m_e$, $\Delta U=1$ eV and lattice constant 0.565 nm, with $n=10^{14}$ cm$^{-3}$ and $B=20$ mT. Judge whether alloy scattering alone describes such a crystal.

## Solution

### 1. The relaxation time

Let $s_j=1$ with probability $x$ and $s_j=0$ otherwise. The average potential is the same in every cell. It is periodic, so it belongs to the band structure and does not scatter. What scatters is the deviation $\delta U_j=(s_j-x)\Delta U$. Its mean is zero and its mean square is

$$
\langle\delta U_j^2\rangle=\left[x(1-x)^2+(1-x)x^2\right]\Delta U^2=x(1-x)\Delta U^2 .
$$

Take plane-wave envelopes normalized in a volume $V$. If the electron wavelength is much longer than a cell, the phase is constant across each cell. The matrix element for momentum transfer $\hbar\mathbf q$ is then

$$
M_{\mathbf q}=\frac{\Omega}{V}\sum_j\delta U_j\,e^{-i\mathbf q\cdot\mathbf r_j}.
$$

In the average of $|M_{\mathbf q}|^2$, terms with two different cells vanish because the occupations are independent. The $V/\Omega$ diagonal terms remain:

$$
\langle|M_{\mathbf q}|^2\rangle=\frac{\Omega^2}{V^2}\,\frac{V}{\Omega}\,x(1-x)\Delta U^2=\frac{x(1-x)\Delta U^2\,\Omega}{V}.
$$

This does not depend on $\mathbf q$, so all final directions are equally likely. The factor $1-\cos\theta$ that weights momentum loss averages to one, and the momentum relaxation rate equals the total scattering rate.

Scattering conserves spin, so we need the density of states for one spin. A sphere of radius $k$ holds $k^3/6\pi^2$ states per unit volume. Therefore

$$
g_1(E)=\frac{k^2}{2\pi^2}\frac{dk}{dE}=\frac{mk}{2\pi^2\hbar^2}=\frac{m^{3/2}E^{1/2}}{\sqrt2\,\pi^2\hbar^3}.
$$

Fermi's golden rule gives

$$
\frac1{\tau(E)}=\frac{2\pi}{\hbar}\,x(1-x)\Delta U^2\,\Omega\,g_1(E).
$$

The rate grows as $E^{1/2}$ because a faster electron has more states to scatter into. With $\tau_0=\tau(kT)$, where $k$ next to $T$ is Boltzmann's constant,

$$
\tau(E)=\tau_0\left(\frac{E}{kT}\right)^{-1/2}.
$$

Since $v=\sqrt{2E/m}$, the mean free path $v\tau$ is the same at all energies.

### 2. Transport in crossed fields

Write the distribution as $f=f_0(E)+g(\mathbf v)$, where $g$ is linear in $\mathbf F$. Elastic isotropic scattering drives $g$ towards its mean $\bar g$ over directions at fixed energy. In the steady state,

$$
-\frac em(\mathbf F+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf v}(f_0+g)=-\frac{g-\bar g}{\tau}.
$$

Because $\nabla_{\mathbf v}f_0=m\mathbf v f_0'$, with $f_0'=df_0/dE$, the magnetic force does nothing to $f_0$. The product of $\mathbf F$ and $g$ is of second order and is dropped. For the remaining magnetic term, let $\varphi$ be the azimuth of $\mathbf v$ about $z$:

$$
(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf v}
=B\left(v_y\frac{\partial}{\partial v_x}-v_x\frac{\partial}{\partial v_y}\right)
=-B\frac{\partial}{\partial\varphi}.
$$

With the cyclotron frequency $\omega=eB/m$, the equation becomes

$$
\omega\frac{\partial g}{\partial\varphi}+\frac{g-\bar g}{\tau}=e\,\mathbf F\cdot\mathbf v\,f_0' .
$$

Let $\mathbf F$ point along $x$, so that $\mathbf F\cdot\mathbf v=Fv\sin\theta\cos\varphi$, where $\theta$ is now the polar angle of $\mathbf v$. Try

$$
g=eF\tau f_0'\,v\sin\theta\,(a\cos\varphi+c\sin\varphi),
$$

for which $\bar g=0$. Equating the coefficients of $\cos\varphi$ and of $\sin\varphi$ gives

$$
a+\omega\tau c=1,\qquad c-\omega\tau a=0,
$$

$$
a=\frac1{1+\omega^2\tau^2},\qquad c=\frac{\omega\tau}{1+\omega^2\tau^2}.
$$

The current sums $-ev_xg$ over both spins. The directional mean of $\sin^2\theta\cos^2\varphi$ is $1/3$, and $v^2=2E/m$, so

$$
j_x=-\frac{e^2F}{3}\int_0^\infty 2g_1v^2\tau a f_0'\,dE
=\frac{2e^2F}{3m}\int_0^\infty 2g_1E\,\tau a\,(-f_0')\,dE .
$$

To bring in the density, integrate by parts, using $g_1\propto E^{1/2}$. The boundary terms vanish:

$$
n=\int_0^\infty2g_1f_0\,dE=\frac23\int_0^\infty2g_1E(-f_0')\,dE .
$$

For Boltzmann statistics $-f_0'=f_0/kT\propto e^{-E/kT}$. This defines the transport average

$$
\langle A\rangle=\frac{\int_0^\infty A(E)\,E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{3/2}e^{-E/kT}dE}.
$$

The weight is $E^{3/2}$, although the density of states varies as $E^{1/2}$. The extra power comes from $v^2$. The $y$ current follows in the same way, with $c$ in place of $a$:

$$
\sigma_{xx}=\frac{ne^2}{m}\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,\qquad
\sigma_{yx}=\frac{ne^2}{m}\left\langle\frac{\omega\tau^2}{1+\omega^2\tau^2}\right\rangle .
$$

The sign can be checked directly. With $\mathbf F$ along $+x$ the electrons drift along $-x$. The magnetic force then pushes them towards $-y$, which is a current towards $+y$.

Now let $\mathbf F$ have both components. Rotational symmetry about $z$ gives $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{xy}=-\sigma_{yx}$. The condition $j_y=\sigma_{yx}F_x+\sigma_{xx}F_y=0$ requires $F_y=-(\sigma_{yx}/\sigma_{xx})F_x$. Then

$$
j_x=\sigma_{xx}F_x-\sigma_{yx}F_y=\frac{\sigma_{xx}^2+\sigma_{yx}^2}{\sigma_{xx}}F_x,
$$

$$
R_H=\frac{F_y}{j_xB}=-\frac{\sigma_{yx}}{B(\sigma_{xx}^2+\sigma_{yx}^2)} .
$$

At weak field $\sigma_{xx}\to ne^2\langle\tau\rangle/m$ and $\sigma_{yx}\to ne^3B\langle\tau^2\rangle/m^2$, while $\sigma_{yx}^2$ is negligible beside $\sigma_{xx}^2$. Hence

$$
R_H=-\frac1{ne}\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2},\qquad
r_H=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}
=1+\frac{\langle\tau^2\rangle-\langle\tau\rangle^2}{\langle\tau\rangle^2}.
$$

The excess of $r_H$ over one is the relative variance of the relaxation time. It vanishes if $\tau$ is the same for all electrons.

### 3. The value of the Hall factor

Put $u=E/kT$ and use $\int_0^\infty u^{p-1}e^{-u}du=\Gamma(p)$. Since $\tau=\tau_0u^{-1/2}$,

$$
\langle\tau\rangle=\tau_0\frac{\int_0^\infty u\,e^{-u}du}{\int_0^\infty u^{3/2}e^{-u}du}
=\tau_0\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4\tau_0}{3\sqrt\pi},
$$

$$
\langle\tau^2\rangle=\tau_0^2\frac{\int_0^\infty u^{1/2}e^{-u}du}{\int_0^\infty u^{3/2}e^{-u}du}
=\tau_0^2\frac{\Gamma(3/2)}{\Gamma(5/2)}=\frac{2\tau_0^2}{3}.
$$

Here $\Gamma(2)=1$, $\Gamma(3/2)=\sqrt\pi/2$ and $\Gamma(5/2)=3\sqrt\pi/4$. Therefore

$$
r_H=\frac23\cdot\frac{9\pi}{16}=\frac{3\pi}{8}\approx1.178 .
$$

The time $\tau_0$ has cancelled, and with it the mass, composition, disorder strength and temperature. Only the energy law of $\tau$ matters within this model.

A numerical solution of the Boltzmann equation on a grid of speeds and directions, with a constant mean free path and very small $B$, gives 1.178097, in agreement with $3\pi/8$. With constant $\tau$ the same calculation gives 1.000000.

For comparison, let $\tau\propto E^s$. The same integrals give

$$
r_H=\frac{\Gamma(5/2+2s)\,\Gamma(5/2)}{\Gamma(5/2+s)^2}.
$$

Alloy scattering has $s=-1/2$. The value $s=3/2$, which describes ionized impurities if a slowly varying logarithm is held constant, gives $315\pi/512\approx1.93$.

### 4. How weak must the magnetic field be?

Let $b=\omega\tau_0$. Slow electrons have long relaxation times, so at any nonzero $B$ some of them have $\omega\tau>1$. Their effect must be checked. Since $\omega^2\tau^2=b^2/u$, the two averages in units of $\tau_0$ and $\omega\tau_0^2$ are

$$
S_1=\frac1{\Gamma(5/2)}\int_0^\infty\frac{u^2e^{-u}}{u+b^2}du,\qquad
S_2=\frac1{\Gamma(5/2)}\int_0^\infty\frac{u^{3/2}e^{-u}}{u+b^2}du,
$$

and the Hall factor at any classical field is $r_H(b)=S_2/(S_1^2+b^2S_2^2)$. Division of the integrands gives

$$
\frac{u^2}{u+b^2}=u-b^2+\frac{b^4}{u+b^2},
$$

$$
\frac{u^{3/2}}{u+b^2}=u^{1/2}-b^2u^{-1/2}+\frac{b^4u^{-1/2}}{u+b^2}.
$$

The last term of the first line integrates to order $b^4\ln(1/b)$. The last term of the second line is larger. Its integral comes mainly from $u\sim b^2$, where $e^{-u}\approx1$. The substitution $u=b^2w^2$ gives

$$
b^4\int_0^\infty\frac{u^{-1/2}}{u+b^2}du=b^3\int_0^\infty\frac{2\,dw}{1+w^2}=\pi b^3 .
$$

With $\Gamma(1/2)=\sqrt\pi$, the averages are

$$
S_1\approx\frac{1-b^2}{\Gamma(5/2)},\qquad
S_2\approx\frac{\sqrt\pi}{2\,\Gamma(5/2)}\left(1-2b^2+2\sqrt\pi\,b^3\right).
$$

The denominator of $r_H(b)$ is $[1-2b^2+\pi b^2/4]/\Gamma(5/2)^2$ to the same order. The two terms $2b^2$ cancel in the quotient:

$$
r_H(b)=\frac{3\pi}8\left[1-\frac\pi4b^2+2\sqrt\pi\,b^3+O\!\left(b^4\ln\frac1b\right)\right].
$$

The slow electrons do not spoil the weak-field limit, but they produce the cubic term. The series is useful only for small $b$. At $b=0.5$ its printed terms give about 1.47, whereas the direct numerical solution gives 1.121.

For $b\gg1$, the averages become $S_1\approx\langle u^{1/2}\rangle/b^2$ and $S_2\approx1/b^2$. The term $b^2S_2^2=1/b^2$ then dominates the denominator, and $r_H\to1$. Each electron drifts with the velocity set by the crossed fields, whatever its relaxation time. At $b=50$ the averages give 1.00009. This derivation is classical and requires $\hbar\omega\ll kT$ as well.

### 5. Numbers for lightly doped Al$_{0.3}$Ga$_{0.7}$As

At 77 K, $kT=6.635$ meV. The cation cell has $\Omega=(0.565\text{ nm})^3/4=0.0451$ nm$^3$, and the density of states per spin at $E=kT$ is $7.243\times10^{18}$ eV$^{-1}$cm$^{-3}$. With $x(1-x)=0.21$,

$$
x(1-x)\Delta U^2\Omega=0.21\times(1\text{ eV})^2\times0.0451\text{ nm}^3
=9.47\times10^{-24}\text{ eV}^2\text{cm}^3 .
$$

Multiplication by the density of states and by $2\pi/\hbar=9.546\times10^{15}$ eV$^{-1}$s$^{-1}$ gives $1/\tau_0=6.55\times10^{11}$ s$^{-1}$, so $\tau_0=1.53$ ps. The speed at $E=kT$ is $1.63\times10^7$ cm/s, and the mean free path is about 249 nm. Then

$$
\langle\tau\rangle=0.752\times1.53\text{ ps}=1.15\text{ ps},
$$

$$
\mu=\frac{e\langle\tau\rangle}{m}\approx2.30\times10^4\text{ cm}^2/\text{Vs},\qquad
\mu_H=r_H\,\mu\approx2.71\times10^4\text{ cm}^2/\text{Vs}.
$$

The Hall mobility $\mu_H$ is the product of $|R_H|$ and the zero-field conductivity $ne\mu$. The weak-field Hall coefficient is

$$
R_H=-\frac{1.178}{(10^{14}\text{ cm}^{-3})(1.602\times10^{-19}\text{ C})}
=-7.35\times10^4\text{ cm}^3/\text{C}.
$$

Anyone who sets $r_H=1$ would infer a density $1/(e|R_H|)=8.49\times10^{13}$ cm$^{-3}$, which is 15% below the true density. The inferred mobility would be 18% above the drift mobility.

At 20 mT, $b=0.061$. The averages give $r_H=1.1754$, about 0.2% below the weak-field value. Landau quantization is negligible for typical electrons, since $\hbar\omega/kT=0.004$. The cubic term is an exception: it comes from electrons with energies near $b^2kT$, which is about $\hbar\omega$ here, so its classical value is not reliable. It contributes less than 0.1% at this field. Both $b$ and $\hbar\omega$ are proportional to $B$, so $b=50$ would mean $\hbar\omega/kT\approx3.2$. In this example, quantization therefore sets in before the classical strong-field limit is that closely approached.

**Assumptions about the band and the scatterers.** The density is 0.0012 of the effective density of states, and Fermi statistics change $r_H$ by less than 0.01%. For satellite valleys 0.1 eV higher, with fifty times the density of states, the relative population is about $10^{-5}$. The finite cell size lowers the rate at $E=kT$ by 0.04%. The Born parameter $m\Delta U R^2/\hbar^2$, with $R$ the radius of a sphere of volume $\Omega$, is 0.056. The wave number times the mean free path is 31 at $E=kT$, so the picture of free flights between collisions is sound for typical electrons.

Nonparabolicity matters more. Let $E(1+\alpha E)=\hbar^2k^2/2m$ with a rough $\alpha=0.5$ eV$^{-1}$, and neglect changes in the Bloch functions. The numerical average becomes 1.196, an increase of 1.5%. Both the rising mass and the rising density of states reduce the mobility of fast electrons, which widens the spread.

**Other scattering in the real crystal.** The following estimates use rough material parameters.

- Acoustic phonons acting through the deformation potential add about 4% to the alloy rate. When $kT$ greatly exceeds their energies, they scatter almost elastically with a matrix element independent of $q$. Their rate then also follows $E^{1/2}$, so they lower the mobility but leave $r_H$ unchanged.
- Polar optical phonons add about 6% at $E=kT$. If every such collision is counted as complete momentum loss, the mobility falls to $2.14\times10^4$ cm$^2$/Vs, while $r_H$ stays at 1.178. This near-equality holds for the parameters and the simplified treatment of collisions used here, and is not a general rule. If the in-scattering terms that link energies one phonon quantum apart are kept, the values become $r_H\approx1.169$ and $\mu\approx2.16\times10^4$ cm$^2$/Vs.
- Ionized impurities at $10^{14}$ cm$^{-3}$ add about 9% at $E=kT$, yet they lower $r_H$ to 1.07. Over most of the thermal range their rate falls with energy. They therefore shorten $\tau$ most for the slow electrons, whose alloy relaxation time is longest, and this narrows the spread. At $10^{15}$ cm$^{-3}$, with the electron density raised equally, $r_H$ is 1.02. These values use the Born approximation for a screened charge. It is rough here, because the wave number times the effective Bohr radius is only about 0.9 at $E=kT$. It overstates the scattering of slow electrons. At $10^{14}$ cm$^{-3}$ the reduction of $r_H$ is therefore somewhat smaller: partial-wave phase shifts for the same screened donor potential give 1.08 in place of 1.07.

With both polar phonons and $10^{14}$ cm$^{-3}$ impurities included, the estimate is $r_H\approx1.09$ and $\mu\approx2.0\times10^4$ cm$^2$/Vs. Deformation-potential scattering is left out of these values and would lower the mobility by a few per cent. Piezoelectric scattering is left out as well and would lower both. Its squared matrix element varies as $1/q^2$, so its rate falls as $E^{-1/2}$ and it acts most strongly on slow electrons. With a piezoelectric constant of 0.16 C/m$^2$ and longitudinal and transverse elastic constants of 140 and 50 GPa, it adds about 9% to the alloy rate at $E=kT$. Added to alloy scattering alone, it lowers $r_H$ to about 1.10, even in a crystal without impurities. At 300 K the polar-phonon rate at $E=kT$ is about 2.3 times the alloy rate, so alloy scattering cannot be treated alone there. Correlations between neighbouring cation sites have not been sized.

With these parameters, and with no more ionized impurities than electrons, alloy disorder largely sets the mobility at 77 K, but it does not by itself fix the Hall factor. All the mechanisms above together, with phonon in-scattering and partial-wave impurity scattering, give about 80% of the alloy-limited mobility and $r_H\approx1.08$. This depends on the rough value of $\Delta U$, since the alloy rate scales as $\Delta U^2$: with $\Delta U=0.5$ eV the mobility would be only about 55% of the alloy-limited value. Impurities at $10^{14}$ cm$^{-3}$ lower the mobility by less than 10%, yet they remove roughly half of the excess of $r_H$ over one. A crystal in which donors and acceptors compensate each other has more ions than electrons, which lowers the mobility further. If the electron density stays at $10^{14}$ cm$^{-3}$, the Hall factor at first falls further as ions are added. It rises again once impurity scattering dominates, because impurity scattering alone gives a factor well above one. Donors in this alloy can also form deep DX centres, which trap electrons at low temperature and may likewise leave more ions than free electrons. Before the value $3\pi/8$ is used to correct a measured density, the energy dependence of the total rate must be examined, and not merely its size. The main computed values are collected in the numerical output below.

## Computed results

```
Hall factor 3 pi/8: 1.178097
Hall factor, direct Boltzmann solution: 1.178097
Hall factor, constant tau, direct: 1.000000
Hall factor at b=0.5, direct: 1.12056
Hall factor at b=50: 1.00009
Input temperature: 77 K; kT: 6.635 meV
Input mass: 0.088 electron masses
Input Al fraction: 0.30; delta U: 1.00 eV
Input lattice constant: 0.565 nm
Cation cell volume: 0.04509 nm^3
Input electron density: 1.00e+14 cm^-3
Input magnetic field: 20.0 mT
Density of states per spin at kT: 7.2429e+18 /(eV cm^3)
Alloy rate at kT: 6.5468e+11 1/s
tau0: 1.5275 ps
Mean tau: 1.1490 ps
Mean tau squared: 1.5554 ps^2
Speed at kT: 1.6286e+07 cm/s
Mean free path: 248.8 nm
Drift mobility: 22965 cm2/Vs
Hall mobility: 27055 cm2/Vs
Hall coefficient: -7.3531e+04 cm^3/C
Apparent density 1/(e|R_H|): 8.4883e+13 cm^-3
b = omega tau0: 0.06106; drift mobility times B: 0.04593
Hall factor at this B: 1.17539
Landau spacing / kT: 0.00397
n / effective density of states: 0.00117
Hall factor with Fermi statistics: 1.17801
Input nonparabolicity: 0.50 1/eV
Hall factor with nonparabolic band: 1.19591
Relative rate loss from finite cell size: 3.98e-04
Born parameter m dU R^2/hbar^2: 0.0563
Wave number times mean free path at kT: 30.8
Input satellite gap: 0.10 eV; DOS ratio: 50
Satellite-valley population ratio: 1.42e-05
Input deformation potential: 7.0 eV; c_l: 140 GPa
Acoustic / alloy rate: 0.0393
Input optical phonon energy: 36.0 meV
Input static, high-frequency permittivity: 12.1, 10.2
Polar phonon / alloy rate at kT, 77 K: 0.0637
Polar phonon / alloy rate at kT, 300 K: 2.255
Alloy + polar phonon: r 1.1776, mobility 21364 cm2/Vs
Impurity / alloy rate at kT, 1e14 cm^-3: 0.0868
Alloy + 1e14 cm^-3 ions: r 1.0729, mobility 21034 cm2/Vs
Alloy + 1e15 cm^-3 ions: r 1.0245, mobility 16810 cm2/Vs
Alloy + phonon + 1e14 ions: r 1.0939, mobility 19706 cm2/Vs
```
